# Missing dispersion and the residence time of a precursor on graphene

## The decision at stake

A model of oxide growth on graphene needs the time a precursor molecule stays on the surface before it leaves. If the adsorption energy is taken from a density-functional calculation, one must decide whether a semilocal functional such as PBE will do or whether dispersion must be added. An error of a quarter of an electronvolt looks tolerable beside chemical bond energies. The scale that matters, however, is the thermal energy, $kT=0.0345$ eV at 400 K.

These notes treat a weakly polar, unreactive molecule above a defect-free plane. They isolate four contributions: the missing energy, the altered vibration, the time of a mere bounce, and the effects left out of a one-dimensional model.

## What a residence time is

Let $z$ be the height of the molecule and $V(z)$ its potential energy, with $V\to0$ far away. The surface is rigid and flat, and the molecules are independent. A visit begins when a molecule crosses a chosen plane $z_d$ inward and ends when it crosses back.

Consider thermal equilibrium over a long time $\mathcal T$. If $N$ molecules per area are present below $z_d$ on average, they accumulate a total presence $N\mathcal T$. If $\Phi$ is the inward flux through $z_d$, the number of visits is $\Phi\mathcal T$. The mean visit is therefore

$$\tau=\frac{N}{\Phi}.$$

Let $n_d$ be the density at $z_d$. The Boltzmann distribution gives

$$N=n_d\int_{z<z_d}e^{-[V(z)-V(z_d)]/kT}\,dz .$$

The flux counts one direction of the Maxwell distribution:

$$\Phi=n_d\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv
=n_d\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=n_d\sqrt{\frac{kT}{2\pi m}} .$$

Division removes $n_d$:

$$\tau=\sqrt{\frac{2\pi m}{kT}}\int_{z<z_d}e^{-[V(z)-V(z_d)]/kT}\,dz. \qquad (1)$$

The rate of heat exchange with the surface does not appear. Friction decides which molecules are trapped and which bounce, but the mean visit stays $N/\Phi$ for any dynamics that preserves the Boltzmann distribution and exchanges some energy with the surface, so that the bound states are reached from the gas. Without any exchange the bound states are never entered, and every visit is a bounce, lasting on average 5.0 ps in the semilocal well and 3.7 ps in the full well defined below. With weak exchange the mean is carried by rare, long trapped visits. If a fraction $S$ of the visits is trapped, then $\tau=S\tau_{\rm trap}+(1-S)\tau_{\rm bounce}$. Equation (1) fixes this sum, not its parts.

This was tested with Langevin trajectories, 25,000 visits per run, in the shallow semilocal well defined below. Heat was exchanged below 0.6 nm. At 400 K, frictions of 0.5 and 5 ps$^{-1}$ gave means of $19.74\pm0.13$ and $19.43\pm0.11$ ps, against 19.58 ps from (1). The medians, 11.8 and 13.7 ps, do differ. The deeper full well was not simulated at 400 K, where its visits are hundreds of times longer; at 1500 K, a purely numerical condition, its mean was $12.38\pm0.07$ ps against 12.33 ps.

## First contribution: the exponential of the energy

For a well of depth $D$ at $z_0$, much deeper than $kT$, the integral in (1) comes from the neighbourhood of the minimum, where

$$V(z)\simeq-D+\tfrac12m\omega^2(z-z_0)^2 .$$

The Gaussian integral is $\sqrt{2\pi kT/(m\omega^2)}$, so

$$\tau\simeq\sqrt{\frac{2\pi m}{kT}}\sqrt{\frac{2\pi kT}{m\omega^2}}\;e^{[D+V(z_d)]/kT}
=\frac{2\pi}{\omega}\,e^{[D+V(z_d)]/kT}. \qquad (2)$$

The mass and temperature factors outside the exponential have cancelled, leaving one vibration period. If $z_d$ is far enough out, $V(z_d)$ is negligible. Two descriptions of the same molecule, "full" and "semilocal" (sl), then differ by

$$\frac{\tau_{\rm full}}{\tau_{\rm sl}}\simeq\frac{\omega_{\rm sl}}{\omega_{\rm full}}\,e^{\Delta E/kT},\qquad \Delta E=D_{\rm full}-D_{\rm sl}. \qquad (3)$$

The total depth has dropped out of the exponential. An error of 0.25 eV contributes the same exponential factor for a strong bond as for a weak one, provided both wells are deep compared with $kT$; only the frequency ratio differs, being closer to one for a stiff bond. A small relative error in the energy gives no protection. At 400 K each $kT\ln10=0.079$ eV costs a factor of ten.

What distinguishes graphene is the size of the error relative to the binding. A molecule that forms no bond with the plane is held largely by dispersion, so the omission removes most of the well. The semilocal description then leaves the regime of (2), and (3) must be replaced by (1).

## Where the missing energy comes from

**The semilocal side.** A semilocal functional has the form $E_{xc}=\int e(n,\nabla n)\,d^3r$. Consider two fragments with densities $n_A$ and $n_B$, each decaying as $e^{-\kappa r}$, at separation $R$. Where one density is negligible, the integrand reduces to that of the other fragment alone. The interaction part

$$\Delta E_{xc}=E_{xc}[n_A+n_B]-E_{xc}[n_A]-E_{xc}[n_B]$$

therefore needs overlap. Its decay can be estimated from exchange, whose energy density scales as $n^{4/3}$ times a bounded gradient factor in PBE. On the midplane, at distance $\rho$ from the axis, $r\simeq R/2+\rho^2/R$, and

$$\int_0^\infty 2\pi\rho\,e^{-\frac43\kappa(R/2+\rho^2/R)}d\rho=\frac{3\pi R}{4\kappa}\,e^{-2\kappa R/3}.$$

For $\kappa=2$ per bohr, going from 0.6 to 0.9 nm adds 5.67 bohr. The estimate predicts a reduction to $1.5\,e^{-7.56}\simeq8\times10^{-4}$. Direct integration of PBE, with two electrons in each model density, gives $-9.1\times10^{-5}$ eV and $-8.0\times10^{-8}$ eV, a reduction to $8.7\times10^{-4}$. An inverse sixth power would fall only to 0.088. The electrostatic interaction of neutral spherical densities also needs overlap, by Gauss's law. Permanent multipoles and the polarization they induce are a different matter: a semilocal calculation contains them.

**The true long-range side.** Represent the molecule M and a carbon atom C by charges on springs, with frequencies $\omega_M,\omega_C$ and polarizability volumes $\alpha=q^2/(m\omega^2)$ in Gaussian convention, where $m$ is here the oscillator mass. The dipole coupling along each Cartesian direction is $t\,q_Mq_Cx_Mx_C/R^3$, with $t=1,1,-2$. In the coordinates $\sqrt m\,x$, the squared mode frequencies are the eigenvalues of

$$\begin{pmatrix}\omega_M^2&c\\c&\omega_C^2\end{pmatrix},\qquad c=\frac{t\sqrt{\alpha_M\alpha_C}\,\omega_M\omega_C}{R^3}.$$

The trace and determinant give the sum of the two frequencies:

$$(\Omega_++\Omega_-)^2=\omega_M^2+\omega_C^2+2\sqrt{\omega_M^2\omega_C^2-c^2}
\simeq(\omega_M+\omega_C)^2-\frac{c^2}{\omega_M\omega_C}.$$

Taking the square root to the same order, the zero-point energy changes by

$$\frac\hbar2(\Omega_++\Omega_--\omega_M-\omega_C)\simeq-\frac{\hbar c^2}{4\omega_M\omega_C(\omega_M+\omega_C)}.$$

Summing over directions with $\sum t^2=6$,

$$E=-\frac{C_6}{R^6},\qquad C_6=\frac32\,\alpha_M\alpha_C\,\frac{\hbar\omega_M\,\hbar\omega_C}{\hbar\omega_M+\hbar\omega_C}. \qquad (4)$$

The average dipoles are zero, so a mean-field product state has no interaction energy here. The attraction comes from correlated fluctuations and needs no overlap. At $R=2$ nm, with the parameters below, the unexpanded mode energies agree with (4) to within 0.1 %.

**The whole sheet.** Assume that the pair energies add. With $n_C$ atoms per area and $u=\rho^2+z^2$,

$$-C_6n_C\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+z^2)^3}=-\pi n_CC_6\int_{z^2}^\infty\frac{du}{u^3}=-\frac{C_4}{z^4},\qquad C_4=\frac{\pi n_CC_6}{2}. \qquad (5)$$

Summing over a plane turns the steep sixth power into a fourth power. Additivity is an assumption: mobile electrons in graphene screen one another, and (5) should not be read as its true asymptotic law.

## The example and its energy budget

The parameters are round choices in the rough regime of alumina deposition from a light metal alkyl such as trimethylaluminium: mass 72 u, 400 K, 0.1 Torr. The semilocal curve is a Morse well,

$$V_{\rm sl}=D_0\{[1-e^{-a(z-z_m)}]^2-1\},$$

with $D_0=0.08$ eV, $z_m=0.40$ nm and $a=12$ nm$^{-1}$. It stands for the weak binding a semilocal functional may give where the densities overlap.

The dispersion part uses $\alpha_M=0.0100$ nm$^3$, $\alpha_C=0.0012$ nm$^3$, and oscillator energies of 11 and 15 eV:

$$C_6=1.5(0.0100)(0.0012)\frac{11\times15}{26}=1.14\times10^{-4}\ {\rm eV\,nm^6}.$$

A graphene cell of area $\sqrt3a_L^2/2$ holds two atoms. With $a_L=0.246$ nm, $n_C=4/(\sqrt3a_L^2)=38.2$ nm$^{-2}$, so $C_4=6.85\times10^{-3}$ eV nm$^4$. At short range the power law must be damped. The model uses

$$V_{\rm disp}=-\frac{C_4}{z^4+b^4},\qquad b=0.30\ {\rm nm},\qquad V_{\rm full}=V_{\rm sl}+V_{\rm disp}.$$

The full minimum lies at 0.358 nm with a depth of 0.325 eV. Dispersion contributes $-0.279$ eV there. It also pulls the molecule inward, where the semilocal energy is $-0.046$ eV instead of $-0.080$ eV. The error in adsorption energy is therefore

$$\Delta E=0.279-(0.080-0.046)=0.245\ {\rm eV}=7.1\,kT,$$

about three quarters of the full binding.

## Weighing the contributions to the ratio

Equation (1), with $z_d=1.0$ nm in both cases, gives

$$\tau_{\rm sl}=19.6\ {\rm ps},\qquad \tau_{\rm full}=6.9\ {\rm ns},\qquad \tau_{\rm full}/\tau_{\rm sl}=350.$$

The energy error alone would give $e^{7.10}\simeq1200$. The difference can be accounted for factor by factor.

1. **Attempt frequency.** Dispersion presses the molecule against a steeper wall. The frequency rises from 0.884 to 1.591 THz, so escape is attempted more often. This multiplies the ratio by $0.884/1.591=0.56$ and brings it to 676.

2. **The dividing plane.** At 1.0 nm the full potential is still $-0.0069$ eV. A molecule ends its visit before climbing that last part, which multiplies the ratio by $e^{-0.0069/0.0345}=0.82$.

3. **Anharmonicity of the full well.** The integral in (1) exceeds the Gaussian result by 7.7 %, a factor of 1.08. At 50 K the excess is 0.8 %. This growth is roughly proportional to temperature, as expected when the leading anharmonic correction dominates.

4. **The semilocal floor.** Equation (2) would give the semilocal well $e^{0.080/0.0345}/(0.884\ {\rm THz})=11.5$ ps. The actual 19.6 ps is 1.70 times longer, because a well only $2.3\,kT$ deep is strongly anharmonic and because the flight through the outer region takes time.

Together, $676\times0.82\times1.08/1.70\simeq350$.

The floor deserves a limit of its own. Remove the attraction altogether and put a hard wall at 0.40 nm. Equation (1) then gives

$$\tau_{\rm flight}=\sqrt{\frac{2\pi m}{kT}}\,(z_d-0.40\ {\rm nm})=7.0\ {\rm ps}.$$

This is the mean time to fly in and out. Further weakening of an already shallow well cannot shorten the visit exponentially, since a bounce remains. The semilocal result is within a factor of three of it.

The flight time also makes the ratio depend somewhat on $z_d$: it is 301, 350 and 316 for planes at 0.8, 1.0 and 1.5 nm. Moving the plane outward first lengthens the full visit most, because more of the attractive tail must be climbed. Farther out the tail is weak, and the added flight time matters relatively more for the short semilocal visit. The ratio stays between about 100 and 350 for planes from 0.6 to 5 nm. It drops below 100 for a plane at 0.55 nm or at 10 nm, and it tends to one when the plane is so distant that flight time dominates both visits.

## How the error builds up as dispersion is switched on

Write $V_\lambda=V_{\rm sl}+\lambda V_{\rm disp}$ and $g(z)=[V_{\rm disp}(z)-V_{\rm disp}(z_d)]/kT$. In (1), $\lambda$ stands in the exponent, multiplying $-g$. Differentiating the logarithm of the integral gives

$$\frac{d\ln\tau}{d\lambda}=-\langle g\rangle_\lambda,\qquad
\frac{d^2\ln\tau}{d\lambda^2}=\langle g^2\rangle_\lambda-\langle g\rangle_\lambda^2\ge0, \qquad (6)$$

where the average uses the Boltzmann weight in $V_\lambda$ below $z_d$. The second result follows because differentiating the normalized weight brings down another $-g$ and subtracts its mean.

An energy error is thus an additive error in $\ln\tau$. At $\lambda=1$ the slope is 7.44, in agreement with a finite difference. Applied over the whole interval it would suggest a ratio of $e^{7.44}\simeq1700$. The true $\ln350=5.86$ is smaller because the slope grows with $\lambda$: it is only 3.5 at $\lambda=0$. Without dispersion the minimum lies farther out, at 0.40 instead of 0.358 nm, and about 40 % of the visit is spent beyond 0.5 nm, where $V_{\rm disp}$ is weak. A first-order estimate made from the full well therefore overstates the loss.

Near $\lambda=1$ the linear estimate works better. A 20 % change in $C_6$ should alter $\tau$ by $e^{0.2\times7.44}\simeq4.4$. The computed times are 1.6 ns for the reduction and 32 ns for the increase, factors of 4.2 and 4.6. The damping length matters as much: $b=0.25$ nm gives $\Delta E=0.31$ eV and a ratio near 2000, while $b=0.35$ nm gives 0.19 eV and about 80. The choice of dispersion treatment thus matters too, not merely its presence.

Temperature acts through the same exponent. With both potentials held fixed, the ratio is about 4000 at 300 K and 81 at 500 K. Hot deposition hides part of the error, and a cool surface exposes it.

## What the one-dimensional model leaves out

**Tilting** is the largest of the four corrections in this section. A flat molecule gains most dispersion when it lies on the plane. Let $u$ be the cosine between the molecular and surface normals, and let tilting cost $W(1-u^2)$. If $W$ is the same throughout the well, the orientational average multiplies $\tau_{\rm full}$ by

$$\int_0^1e^{-W(1-u^2)/kT}du .$$

For $W=0.10$ eV this is 0.22. If the semilocal molecule is left free to rotate, the ratio falls from 350 to about 76. The value of $W$ is a chosen scale, but it shows that lost rotational freedom can offset an appreciable part of the energy gain. The result depends on this choice: $W=0.3$ eV gives a ratio of about 22. If the same potentials are instead shared among the four sites of a rigid planar AlC$_3$ frame, tilting multiplies $\tau_{\rm full}$ by about 0.08 and $\tau_{\rm sl}$ by about 0.55, and the ratio is about 50. The underestimate remains more than an order of magnitude in these cases.

**Quantum motion** normal to the plane is negligible. With $x=\hbar\omega/kT$, the ratio of the quantum to the classical harmonic partition function is

$$\frac{x/2}{\sinh(x/2)}\simeq1-\frac{x^2}{24}.$$

Here $\hbar\omega=6.6$ meV and $x=0.19$, so the reduction is about 0.15 %. Diagonalization in the actual well gives 0.14 %.

**Lateral structure** in the dispersion sum is also small. At 0.35 nm the undamped pair sums above a hexagon centre and above an atom differ by 0.4 %. Short-range repulsion may vary more and is not included in that figure.

**Crowding** is measured by the equilibrium population. The gas density $p/kT$ times $\int e^{-V/kT}dz$ below $z_d$ gives $1.7\times10^{-3}$ molecules per nm$^2$ for the full well, or one per 580 nm$^2$, and $4.1\times10^{-6}$ for the semilocal well. Independent molecules are a consistent assumption in both. The population ratio, 426 from the unrounded values, exceeds 350 because populations are referred to the distant gas, whereas visits are referred to $z_d$.

## From residence to growth

Suppose a molecule within the surface region reacts at a rate $k_r$, and that $k_r$ is held fixed in the comparison. For visits so short that $k_rt\ll1$, the reaction probability per visit is

$$1-\langle e^{-k_rt}\rangle\simeq k_r\tau .$$

A residence time too short by a factor of 350 then makes the reaction probability per visit too small by the same factor, provided $k_r$ is the same at every height below $z_d$. If reaction needs proximity to the sheet the factor is larger, about 570 for heights below 0.5 nm, because much of the semilocal visit is spent farther out. With a uniform $k_r$ and a given gas pressure the reaction rate per area is $k_rN$, which is too small by the population ratio, 426. The two factors differ because the attractive tail at $z_d$ also raises the number of visits in the full description.

This inference need not hold if $k_r$ is recomputed with the same functional. For a reaction slow enough not to disturb the equilibrium population, $k_r\propto e^{-(E_{\rm TS}-E_{\rm ads})/kT}$, while the population varies as $e^{-E_{\rm ads}/kT}$. In the product $E_{\rm ads}$ cancels, and the transition-state energy relative to the gas, $E_{\rm TS}$, remains. The error in the growth rate is then set by the dispersion missing at the transition state, and it can be larger or smaller than 426. With the model's $V_{\rm disp}$ it is about $2\times10^5$ for a transition state at 0.30 nm and 17 for one at 0.50 nm; it equals 426 near 0.40 nm. Combining a semilocal residence time with a barrier from another source loses this cancellation.

The mass is that of the trimethylaluminium monomer, and the temperature and pressure are ordinary for such deposition. The well depths are plausible rough values, not computed properties of that molecule. Real graphene most clearly breaks the assumption of a perfect plane: edges, defects and residues offer stronger sites. If such a site binds by 0.2 eV more, with the vibration unchanged, desorption from that site slows by $e^{0.2/0.0345}\simeq330$, as much as the whole effect studied here. The stay lengthens by that factor only if the molecule cannot hop back to the terrace. Averaged over the surface, the mean visit is multiplied by $1+\theta(330-1)$ for a fraction $\theta$ of such sites, about 1.2 for one site in 2000. Even the full flat-plane stay of 7 ns is negligible beside a purge lasting of order a second. Adding dispersion therefore does not by itself predict nucleation on the clean plane.

For the calculation, the required accuracy follows from (3): to know $\tau$ within a factor $f$, the adsorption energy must be known within about $kT\ln f$. A factor of two at 400 K requires 0.024 eV. A dispersion-inclusive method, such as PBE with a D3 correction or a van der Waals density functional, removes the systematic omission. Its remaining uncertainty should be carried into the residence time as a factor, not as a percentage. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
mass 72 u, T 400 K, pressure 0.1 Torr, zd 1.0 nm
kT = 0.03447 eV; energy per factor of ten = 0.0794 eV
Morse: depth 0.08 eV, minimum 0.4 nm, inverse range 12.0 1/nm
polarizabilities: precursor 0.01, carbon 0.0012 nm^3
oscillator energies: precursor 11.0, carbon 15.0 eV
lattice constant 0.246 nm; damping length 0.3 nm
carbon density = 38.16 1/nm^2
C6 = 1.1423e-04 eV nm^6; C4 = 6.8475e-03 eV nm^4
PBE test densities: 2 electrons each, decay constant 2 per bohr
PBE xc interaction at 0.6 nm = -9.11e-05 eV
PBE xc interaction at 0.9 nm = -7.95e-08 eV
far/near magnitude: PBE 8.7e-04, inverse sixth power 0.088
sheet sum/continuum at 0.35 nm: hollow 0.99757, top 1.00122
semilocal well: z 0.4000 nm, depth 0.0800 eV, frequency 0.884 THz
full well: z 0.3579 nm, depth 0.3248 eV, frequency 1.591 THz
dispersion energy at full minimum = -0.2794 eV
semilocal energy at full minimum = -0.0455 eV
adsorption energy error = 0.2448 eV = 7.10 kT
residence time: semilocal 19.58 ps, full 6.855 ns
free flight to a hard wall at 0.4 nm and back = 7.00 ps
residence ratio full/semilocal = 350.0
simple exponential = 1215.7; with frequencies = 675.7
full/harmonic deviation: 7.66 % at 400 K, 0.77 % at 50 K
Langevin semilocal, 400 K, friction 0.5 1/ps: mean 19.74 +- 0.13 ps, median 11.75 ps, formula 19.58 ps
Langevin semilocal, 400 K, friction 5.0 1/ps: mean 19.43 +- 0.11 ps, median 13.66 ps, formula 19.58 ps
Langevin full, 1500 K, friction 2.0 1/ps: mean 12.38 +- 0.07 ps, median 8.88 ps, formula 12.33 ps
300 K: semilocal 36.50 ps, full 145.0612 ns, ratio 3974.3
500 K: semilocal 13.70 ps, full 1.1141 ns, ratio 81.3
zd 0.8 nm: semilocal 16.64 ps, full 5.010 ns, ratio 301.1
zd 1.5 nm: semilocal 25.49 ps, full 8.061 ns, ratio 316.3
d ln(tau)/d(lambda): formula 7.4358, numerical 7.4358
C6 changed by -20 %: tau 1.620 ns; by +20 %: tau 31.579 ns
tilt cost 0.10 eV: full tau multiplied by 0.218, ratio becomes 76.4
quantum reduction of full-well population = 0.142 %
lateral variation of sheet dispersion at 0.35 nm = 0.366 %
population: semilocal 4.07e-06, full 1.73e-03 1/nm^2
```
